# Electron temperature of an argon plasma from its particle balance: a numerical check

```python
"""Electron temperature of an argon plasma from a global particle balance.

Result under test: K(Te) * n_g = u_B(Te) / d_eff has one root, near 3.1 eV.
  Te    electron temperature in eV
  K     ionization rate coefficient, K0 * Te**0.59 * exp(-E/Te), m^3/s
  n_g   argon gas density, m^-3
  u_B   Bohm speed sqrt(e*Te/M), m/s, with M the argon ion mass
  d_eff effective length: mean density * volume / integral of edge density
        over the wall area, m
Closed form: Te = E / (a*W(z)), z = (E/a)*C**(-1/a), a = 0.59 - 0.5,
  C = sqrt(e/M) / (K0*n_g*d_eff), W the principal Lambert function.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import lambertw

e = const.e
mass_number = 39.95
M = mass_number * const.atomic_mass
K0, power_K, E = 2.34e-14, 0.59, 17.44
n_g, d_eff = 3.3e20, 0.05
a = power_K - 0.5


def rate_coefficient(Te):
    return K0 * Te**power_K * np.exp(-E / Te)


def bohm_speed(Te):
    return np.sqrt(e * Te / M)


def net_growth(Te, length):
    """Growth rate of the density: ionization minus wall loss, 1/s."""
    return rate_coefficient(Te) * n_g - bohm_speed(Te) / length


def root_of_balance(length):
    return brentq(net_growth, 1.0, 20.0, args=(length,), xtol=1e-13)


def constant_C(length):
    return np.sqrt(e / M) / (K0 * n_g * length)


def closed_form(length):
    z = (E / a) * constant_C(length)**(-1 / a)
    return E / (a * lambertw(z).real)


# Root of the original balance, against iteration and closed form
Te = root_of_balance(d_eff)
C = constant_C(d_eff)
iterates = [3.0]
for _ in range(8):
    iterates.append(E / (np.log(1 / C) + a * np.log(iterates[-1])))
assert abs(iterates[-1] - Te) < 1e-9
assert abs(closed_form(d_eff) - Te) < 1e-9
assert abs(Te - 3.1) < 0.05

# Observed shrinking of the iteration error against a*Te/E
shrink = abs((iterates[2] - Te) / (iterates[1] - Te))
assert abs(shrink / (a * Te / E) - 1) < 0.05

# Only one sign change of the net growth over a wide range
scan = net_growth(np.linspace(0.3, 100.0, 20001), d_eff)
assert np.count_nonzero(np.diff(np.sign(scan))) == 1

# Sensitivity: formula against finite differences of the numerical root
sensitivity = -1 / (a + E / Te)
h = 1e-3
finite_difference = (np.log(root_of_balance(d_eff * np.exp(h)))
                     - np.log(root_of_balance(d_eff * np.exp(-h)))) / (2 * h)
assert abs(finite_difference - sensitivity) < 1e-5

# Time-dependent particle and energy balances at two absorbed powers
cost_ionization, cost_wall = 45.0, 20.0   # eV per event, model parameters
cost_pair = cost_ionization + cost_wall


def evolve(power_density):
    def rhs(t, y):
        density, T = np.exp(y[0]), y[1]
        ionization = rate_coefficient(T) * n_g
        loss = bohm_speed(T) / d_eff
        growth = ionization - loss
        heating = (power_density / (e * density)
                   - cost_ionization * ionization - cost_wall * loss)
        return [growth, heating / 1.5 - T * growth]
    sol = solve_ivp(rhs, (0.0, 3e-3), [np.log(1e15), 3.0],
                    method="Radau", rtol=1e-8, atol=1e-10)
    assert sol.success
    return np.exp(sol.y[0, -1]), sol.y[1, -1]


powers = [1e4, 2e4]                       # W/m^3
runs = [evolve(p) for p in powers]
for p, (density, T) in zip(powers, runs):
    predicted = p * d_eff / (e * cost_pair * bohm_speed(Te))
    assert abs(T - Te) < 1e-5
    assert abs(density / predicted - 1) < 1e-5

# Resolved slab: continuity and ion momentum from midplane to sonic edge.
# Speed v in units of u_B is the independent variable; position s is in
# units of u_B/(K*n_g); logN is the log of density relative to midplane.
half_gap, friction = 0.02, 2e5            # m, 1/s, model parameters
v_grid = np.linspace(0.0, 1.0, 2001)


def slab_profile(T):
    ionization = rate_coefficient(T) * n_g
    drag = 1 + friction / ionization

    def rhs(v, y):
        matrix = np.array([[1.0, -v], [drag * v, 1.0]])
        return np.linalg.solve(matrix, np.array([1.0, -v]))
    sol = solve_ivp(rhs, (0.0, 1.0), [0.0, 0.0], t_eval=v_grid,
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[0] * bohm_speed(T) / ionization, np.exp(sol.y[1])


Te_slab = brentq(lambda T: slab_profile(T)[0][-1] - half_gap, 2.0, 6.0,
                 xtol=1e-9)
x, N = slab_profile(Te_slab)
d_slab = trapezoid(N, x) / N[-1]
Te_global = closed_form(d_slab)
assert abs(Te_global - Te_slab) < 1e-5
# Using half the gap itself as the length must give a wrong temperature
Te_naive = closed_form(half_gap)
assert abs(Te_naive - Te_slab) > 0.1

print(f"argon mass: {mass_number:.2f} u = {M:.4e} kg")
print(f"gas density n_g: {n_g:.2e} m^-3")
print(f"effective length d_eff: {100*d_eff:.1f} cm")
print(f"gas pressure at 300 K: {n_g*const.k*300:.3f} Pa")
print(f"n_g*d_eff: {n_g*d_eff:.3e} m^-2")
print(f"required K/u_B = 1/(n_g*d_eff): {1/(n_g*d_eff):.4e} m^2")
print(f"sqrt(e/M), Bohm speed at 1 eV: {np.sqrt(e/M):.1f} m/s")
print(f"K0*n_g*d_eff: {K0*n_g*d_eff:.4e} m/s")
print(f"C (Te as number in eV): {C:.5e}")
print(f"ln(1/C): {np.log(1/C):.4f}")
for i in range(4):
    print(f"iterate {i}: {iterates[i]:.6f} eV")
print(f"error shrink factor, observed: {shrink:.4f}")
print(f"error shrink factor, a*Te/E: {a*Te/E:.4f}")
for T in (3.0, 3.1, 3.2):
    print(f"Te={T:.1f} eV: K*n_g = {rate_coefficient(T)*n_g:.4e} 1/s, "
          f"u_B/d_eff = {bohm_speed(T)/d_eff:.4e} 1/s")
print(f"root Te: {Te:.4f} eV")
print(f"closed form Te: {closed_form(d_eff):.4f} eV")
print(f"Te as temperature: {Te*e/const.k:.3e} K")
print(f"K at root: {rate_coefficient(Te):.4e} m^3/s")
print(f"u_B at root: {bohm_speed(Te):.1f} m/s")
print(f"K*n_g at root: {rate_coefficient(Te)*n_g:.4e} 1/s")
print(f"u_B/d_eff at root: {bohm_speed(Te)/d_eff:.4e} 1/s")
print(f"E/Te at root: {E/Te:.4f}")
print(f"sensitivity dlnTe/dln(n_g*d_eff): {sensitivity:.4f}")
print(f"sensitivity by finite difference: {finite_difference:.4f}")
print(f"Te for d_eff 2.5 cm: {root_of_balance(d_eff/2):.3f} eV")
print(f"Te for d_eff 10 cm: {root_of_balance(2*d_eff):.3f} eV")
print(f"energy cost: {cost_ionization:.0f} eV per ionization, "
      f"{cost_wall:.0f} eV per wall loss")
for p, (density, T) in zip(powers, runs):
    print(f"power {p:.0e} W/m^3: final Te = {T:.4f} eV, "
          f"n = {density:.4e} m^-3")
print(f"slab full gap: {200*half_gap:.1f} cm")
print(f"slab ion friction frequency: {friction:.1e} 1/s")
print(f"slab Te from resolved profile: {Te_slab:.4f} eV")
print(f"slab edge/midplane density: {N[-1]:.4f}")
print(f"slab edge/mean density: {half_gap/d_slab:.4f}")
print(f"slab d_eff from profile: {100*d_slab:.3f} cm")
print(f"slab Te from global formula: {Te_global:.4f} eV")
print(f"slab Te if d_eff = V/A (wrong): {Te_naive:.4f} eV")
print("OK")
```

Printed output:

```
argon mass: 39.95 u = 6.6339e-26 kg
gas density n_g: 3.30e+20 m^-3
effective length d_eff: 5.0 cm
gas pressure at 300 K: 1.367 Pa
n_g*d_eff: 1.650e+19 m^-2
required K/u_B = 1/(n_g*d_eff): 6.0606e-20 m^2
sqrt(e/M), Bohm speed at 1 eV: 1554.1 m/s
K0*n_g*d_eff: 3.8610e+05 m/s
C (Te as number in eV): 4.02506e-03
ln(1/C): 5.5152
iterate 0: 3.000000 eV
iterate 1: 3.106469 eV
iterate 2: 3.104734 eV
iterate 3: 3.104761 eV
error shrink factor, observed: 0.0160
error shrink factor, a*Te/E: 0.0160
Te=3.0 eV: K*n_g = 4.4110e+04 1/s, u_B/d_eff = 5.3835e+04 1/s
Te=3.1 eV: K*n_g = 5.4247e+04 1/s, u_B/d_eff = 5.4725e+04 1/s
Te=3.2 eV: K*n_g = 6.5897e+04 1/s, u_B/d_eff = 5.5600e+04 1/s
root Te: 3.1048 eV
closed form Te: 3.1048 eV
Te as temperature: 3.603e+04 K
K at root: 1.6596e-16 m^3/s
u_B at root: 2738.3 m/s
K*n_g at root: 5.4767e+04 1/s
u_B/d_eff at root: 5.4767e+04 1/s
E/Te at root: 5.6172
sensitivity dlnTe/dln(n_g*d_eff): -0.1752
sensitivity by finite difference: -0.1752
Te for d_eff 2.5 cm: 3.533 eV
Te for d_eff 10 cm: 2.768 eV
energy cost: 45 eV per ionization, 20 eV per wall loss
power 1e+04 W/m^3: final Te = 3.1048 eV, n = 1.7533e+16 m^-3
power 2e+04 W/m^3: final Te = 3.1048 eV, n = 3.5066e+16 m^-3
slab full gap: 4.0 cm
slab ion friction frequency: 2.0e+05 1/s
slab Te from resolved profile: 3.1481 eV
slab edge/midplane density: 0.3565
slab edge/mean density: 0.4327
slab d_eff from profile: 4.622 cm
slab Te from global formula: 3.1481 eV
slab Te if d_eff = V/A (wrong): 3.6976 eV
OK
```
